Why ROHF makes allyl's bonds unequal and CASSCF(3,3) does not

**What happens**

Hold both C–C bonds of a planar allyl radical at 1.395 Å, so that its two ends are mirror images, and minimize the restricted open-shell Hartree–Fock (ROHF) energy in the 6-31G basis. The lowest solution found puts a spin population of 0.68 on one end carbon and 0.32 on the other. If the bonds may then alternate at fixed mean length, they become 1.344 and 1.445 Å. A complete-active-space calculation with three electrons in three π orbitals, CASSCF(3,3), keeps them equal.

The mirror-symmetric ROHF solution still exists, with spin populations 0.50, 0.00 and 0.50, but it is a saddle point in the space of orbital rotations. Both solutions are pure doublets, hence the name doublet instability. A three-site model shows how it arises.

**The model and its orbitals**

Sites 1, 2 and 3 carry one π orbital each and share three electrons. With n_i = n_i↑ + n_i↓, the Hamiltonian is

H = −(t+x) Σσ (c†1σ c2σ + c†2σ c1σ) − (t−x) Σσ (c†2σ c3σ + c†3σ c2σ)
  + U Σi (n_i↑ − ½)(n_i↓ − ½)
  + V [(n1−1)(n2−1) + (n2−1)(n3−1)] + W (n1−1)(n3−1).

Here t is the hopping, and x > 0 strengthens bond 1–2 at the expense of bond 2–3. U, V and W are the on-site, neighbour and end–end repulsions. Overlap between sites is neglected and the orbitals are real.

An ROHF doublet has a doubly occupied orbital p and a singly occupied orbital s. Consider the family

p = (cos β, 1, sin β)/√2,  s = (sin β, 0, −cos β),  β = 45° − δ.

The orbitals are normalized, and p·s = (cos β sin β − sin β cos β)/√2 = 0. At δ = 0 the state is mirror symmetric. At δ = 45° it is a double bond between sites 1 and 2 with the unpaired electron on site 3. Negative δ gives the mirror images.

This family can be studied by itself because of particle-hole symmetry. H is unchanged when c_iσ is replaced by η_i c†_i,−σ, with η = (1, −1, 1). An ROHF state is unchanged if the orbital ηp, which is p with the sign on site 2 reversed, is the empty one. That requires p·ηp = p1² − p2² + p3² = 0, so p2² = ½, which is the family above up to signs. The energy has equal values on either side of the family along the directions that this symmetry reverses, so its slope there vanishes. A point stationary in δ is therefore stationary under all orbital rotations.

**The energy as a competition**

The spin density matrices are P↑ = ppᵀ + ssᵀ and P↓ = ppᵀ. Since s vanishes on site 2, both spins have

P12 = ½ cos β,  P23 = ½ sin β.

Summed over spin, the bond orders are cos β and sin β. Each hopping term appears with its conjugate, which gives a factor 2:

E_hop = −2(t+x) cos β − 2(t−x) sin β.

Inserting cos β = (cos δ + sin δ)/√2 and sin β = (cos δ − sin δ)/√2,

E_hop = −√2 [(t+x)(cos δ + sin δ) + (t−x)(cos δ − sin δ)]
   = −2√2 t cos δ − 2√2 x sin δ.

For the on-site repulsion, the diagonal elements on site 1 are P↓ = ½ cos²β and P↑ = ½ cos²β + sin²β = 1 − ½ cos²β. In a single determinant, occupations of opposite spin are uncorrelated, so site 1 contributes

U (½ − ½ cos²β)(½ cos²β − ½) = −(U/4) sin⁴β.

Site 3 gives −(U/4) cos⁴β by the same argument. Site 2 has both occupations equal to ½ and gives zero. With sin⁴β + cos⁴β = 1 − ½ sin²2β, the sum is −U/4 + (U/8) sin²2β.

Every site has mean charge one, so the direct terms in V and W vanish and exchange remains, −Σσ (Pσ_ij)² for each pair. The two neighbour pairs give −(V/2)(cos²β + sin²β) = −V/2. For the ends, P↓13 = ½ sin β cos β = ¼ sin 2β, and P↑13 = ¼ sin 2β − ½ sin 2β = −¼ sin 2β. Their squares add to ⅛ sin²2β. Since sin 2β = cos 2δ, the total is

E(δ) = −U/4 − V/2 − 2√2 t cos δ − 2√2 x sin δ + (J/8) cos²2δ,  J = U − W.

At x = 0 the hopping term is lowest at δ = 0. This is resonance: the pair orbital spreads over both bonds. The J term is largest at δ = 0. The summed double occupancy of the three sites is ½ + ⅛ cos²2δ, and the charge correlation between the ends is ⟨(n1−1)(n3−1)⟩ = −⅛ cos²2δ. The symmetric determinant thus contains extra charge fluctuations in which an electron has moved from one end to the other, at a cost of U − W. Orbitals adapted to one valence structure avoid part of that cost. In this model, that is what "orbital relaxation" means; no σ electrons are involved.

**When the symmetric solution fails**

For small δ, cos δ ≈ 1 − δ²/2 and cos²2δ ≈ 1 − 4δ². At x = 0,

E(δ) ≈ E(0) + (√2 t − J/2) δ²,  so  E″(0) = 2√2 t − J.

The symmetric solution is unstable in this direction when J > 2√2 t. Take t = 2.5, U = 16, V = 9 and W = 6 eV, so J = 10 eV and the threshold is 7.07 eV. The curvature is 7.07 − 10 = −2.93 eV/rad². A Hessian over all three orbital rotations gives this as its lowest eigenvalue.

The broken solution follows from

dE/dδ = 2√2 t sin δ − (J/2) sin 2δ cos 2δ = 0.

Write sin 2δ = 2 sin δ cos δ and divide by sin δ, which is nonzero for the broken solution. With c = cos δ and cos 2δ = 2c² − 1,

2c³ − c = 2√2 t/J.

Between δ = 45° and δ = 0 the left side rises steadily from 0 to 1, so above threshold there is one solution in this range, plus its mirror image. Just above threshold, 2c³ − c ≈ 1 − (5/2)δ², hence δ² ≈ (2/5)(1 − 2√2 t/J): the symmetry breaking sets in continuously. For J much larger than t, δ approaches 45°.

In the example the right side is 0.707, and δ = 20.5° with c = 0.937. The two sides of the competition are

resonance loss: 7.071 × (1 − 0.9367) = 0.448 eV,
repulsion gain: (10/8) × sin²(40.98°) = 0.538 eV.

The net lowering is 0.090 eV, a small difference between larger terms. The bond orders change from 0.71 and 0.71 to 0.91 and 0.41. Minimizations over all orbital rotations from random starting points found nothing lower.

**From broken orbitals to unequal bonds**

The response to x depends on which side of the threshold the system lies. On the stable side, let k = 2√2 t − J > 0. For small x,

E ≈ E(0) + ½kδ² − 2√2 xδ.

The minimum is at δ = 2√2 x/k, and inserting it gives

ΔE = 4x²/k − 8x²/k = −4x²/k.

Let the σ frame resist alternation with energy ½Kx². Equal bonds then survive if K > 8/k. Since k goes to zero at the threshold, ROHF bonds can become unequal while the symmetric orbitals are still stable at equal lengths. With U lowered to 11 eV, k = 2.07 eV and the formula gives −1.93x², with x in eV; direct minimization at small x agrees.

On the unstable side, E is stationary in δ at the broken solution, so the orbital response does not enter the first derivative:

dE/dx at x = 0 is −2√2 sin δ = −2.828 × 0.350 = −0.99.

The mirror solution has slope +0.99. The lower of the two branches behaves as −0.99|x| near x = 0. This is a cusp, and a finite harmonic stiffness cannot remove it, because ½Kx² is smaller than a linear term at small enough x. In the model, an ROHF instability in δ therefore implies unequal bonds.

Imposing mirror symmetry on the orbitals at x = 0 does not cure this. If the saddle-point solution is followed to small x, the expression −4x²/k still holds, but k is now negative and the electronic contribution becomes +1.37x². The saddle branch makes the bonds look too stiff, whereas the full solution below gives a negative contribution.

**Why three active orbitals help**

The three π orbitals of the model span every possible p and s. The active space therefore contains both broken determinants, each with its own orbitals, and their superposition. Resonance can come from the superposition and need not be paid for by spreading a single pair orbital.

The model energies show the effect step by step:

- broken ROHF: −14.41 eV
- both broken determinants, angle 20.5°: −14.75 eV
- both determinants, best angle 39.6°: −15.28 eV
- full CI in the three orbitals: −15.79 eV

Once superposition supplies the resonance, the best angle moves close to 45°, so within this family each structure is far more localized than in the ROHF compromise. Mirror pairs outside the family can give the same superposition, so this picture of the two structures is not unique. The two determinants then recover (15.28 − 14.41)/(15.79 − 14.41), about 63 percent, of the energy between broken ROHF and full CI. The rest lies beyond what this mirror-image pair can describe.

The full CI state has equal bond orders of 0.59, lower than the 0.71 of symmetric ROHF, and its hopping energy is weaker, −5.88 against −7.07 eV. Its advantage is in repulsion: the summed double occupancy falls from 0.63 to 0.29. The active space thus restores symmetry by correlating the electrons, not by strengthening the hopping.

The ground state is nondegenerate at fixed spin projection, and H depends linearly on x, so its energy is smooth in x. Mirror reflection exchanges x and −x, so the energy is even and has zero slope at x = 0. This makes equal bonds stationary; it does not yet make them a minimum. The electronic curvature is −2.04 per eV, and the σ frame must supply K > 2.04 per eV. Whether real allyl meets the corresponding condition has to be computed.

**How large the effect is in allyl**

The molecular calculations use 6-31G, C–H lengths of 1.08 Å, a CCC angle of 124° and terminal angles of 120°. For equal bonds, a parabola through the CASSCF(3,3) energies at 1.37, 1.39 and 1.41 Å has its minimum at 1.395 Å, which locates the optimum to within about 0.001 Å. The alternation coordinate is q = (R23 − R12)/2 at this mean length, with the other internal coordinates frozen.

At q = 0 the symmetric ROHF solution has an orbital curvature of about −0.7 eV/rad² along its unstable direction (a finite rotation of ±0.03 rad gives −0.69). Breaking the symmetry lowers the energy by only 0.005 eV, yet the slope of the broken branch is −2.71 eV/Å. Energies with reoptimized orbitals at small positive q confirm that slope. The minimum lies at q = 0.050 Å, 0.087 eV below the broken solution at equal bonds. A small orbital energy gain can therefore accompany a large error in geometry.

If the slope fell linearly to zero at the minimum, the gain would be ½ × 2.71 × 0.050 = 0.068 eV. The larger computed value means that the driving force stays above that straight line on average. A plausible cause, not separately tested, is that the orbitals localize further as the bonds alternate.

One comparison needs care. When the molecular orbitals break symmetry at equal bonds, the total one-electron energy falls by 0.053 eV and the electron repulsion rises by 0.048 eV. These signs are opposite to those of the model's hopping and repulsion terms. The quantities are not the same: the molecular one-electron energy includes the kinetic energy and nuclear attraction of all electrons, σ included, while the hopping is an effective π parameter. The quantities that correspond to the model appear when the energy is split into σ and π parts. The energy of the π electrons in the field of the nuclei and the σ electrons rises by about 0.12 eV, the π–π repulsion falls by about 0.14 eV, and the terms involving σ electrons alone add about 0.01 eV. These signs agree with the model: resonance is lost and π repulsion is saved.

CASSCF(3,3) lies 0.0439 hartree, or 1.2 eV, below symmetric ROHF, far more than the 0.005 eV gained by breaking symmetry. Started from the broken ROHF orbitals, it returns to the same energy as from symmetric ones, with spin populations 0.61, −0.21 and 0.61. Its energy rises by 0.020 eV at q = 0.025 Å and by 0.079 eV at q = 0.050 Å, where ROHF has its minimum. The curvature at q = 0 is +62 eV/Å².

Mirror symmetry makes the energy even in q at every mean length, so the mixed derivative between q and the mean length vanishes at q = 0. Positive curvature in each then establishes a minimum in the two C–C lengths. Coupling of q to other mirror-odd motions, such as unequal terminal angles, was not examined.

**What to do about it**

- Compute the lowest eigenvalue of the ROHF orbital Hessian at the symmetric geometry. A negative value means that a lower doublet exists. If the unstable direction breaks the mirror symmetry, as it does here, ROHF bond lengths and force constants for alternation should not be trusted. A small positive value is also a warning if the orbitals respond to bond alternation along that direction, as they do along δ in the model; the 8/k condition applies only then.
- Put the bonding, nonbonding and antibonding π orbitals in the active space. The natural occupations here are 1.89, 1.00 and 0.11. The middle value is fixed by symmetry: the state is odd under the mirror that exchanges the ends, so the one odd active orbital must hold an odd number of electrons, which is one.
- Start CASSCF from both symmetric and broken orbitals, and compare energies and end-carbon spin populations.
- Displace the bonds and check that the energy rises. Zero slope at equal lengths is guaranteed by symmetry for a smooth, nondegenerate state and proves nothing about a minimum.

The remedy has a limit. CASSCF still uses one set of inactive orbitals for both valence structures. Where those orbitals would need to differ strongly between the structures, the same competition could return, and the argument given here does not exclude it. CASSCF(3,3) also omits σ correlation and most dynamic correlation, so the fitted 1.395 Å belongs to this level of theory with the stated frozen coordinates and is not a prediction of the measured length. The remaining digits are in the numerical output below.

Computed values

```
MODEL
t: 2.50 eV
U: 16.00 eV
V: 9.00 eV
W: 6.00 eV
J: 10.00 eV
threshold for J: 7.0711 eV
lowest orbital curvature: -2.9289 eV/rad^2
stable comparison: U: 11.00 eV
stable comparison: curvature: 2.0711 eV/rad^2
stable comparison: energy/x^2: -1.9302 1/eV
broken angle delta: 20.49 degree
symmetric ROHF: total -14.3211, hopping -7.0711, repulsion -7.2500 eV
  bond orders 0.7071, 0.7071; double occ. 0.6250
broken ROHF: total -14.4113, hopping -6.6236, repulsion -7.7877 eV
  bond orders 0.9099, 0.4148; double occ. 0.5712
full CI: total -15.7930, hopping -5.8781, repulsion -9.9149 eV
  bond orders 0.5878, 0.5878; double occ. 0.2902
resonance loss on breaking: 0.4475 eV
repulsion gain on breaking: 0.5377 eV
net ROHF lowering: 0.0902 eV
two determinants at ROHF angle: -14.7508 eV
best two-determinant energy: -15.2824 eV
best two-determinant angle: 39.63 degree
broken ROHF slope dE/dx: -0.9901
full CI curvature d2E/dx2: -2.0369 1/eV
ALLYL, 6-31G
CASSCF equal C-C length: 1.3948 angstrom
symmetric ROHF energy: -116.402173 hartree
broken ROHF energy, equal bonds: -116.402369 hartree
CASSCF energy, equal bonds: -116.446099 hartree
ROHF curvature, unstable direction: -0.6854 eV/rad^2
ROHF lowering at equal bonds: 0.0053 eV
one-electron energy change: -0.0531 eV
electron repulsion change: 0.0478 eV
symmetric ROHF spins C1,C2,C3: 0.500, 0.000, 0.500
broken ROHF spins C1,C2,C3: 0.323, -0.003, 0.680
CASSCF spins C1,C2,C3: 0.607, -0.214, 0.607
broken ROHF slope dE/dq: -2.7063 eV/angstrom
slope from reoptimized energies: -2.7086 eV/angstrom
ROHF q at minimum: 0.0503 angstrom
ROHF bond lengths: 1.344, 1.445 angstrom
ROHF gain from bond distortion: 0.0870 eV
CASSCF rise at q=0.025 angstrom: 0.0196 eV
CASSCF rise at q=0.050 angstrom: 0.0794 eV
CASSCF curvature d2E/dq2: 62.36 eV/angstrom^2
CASSCF natural occupations: 1.8930, 1.0000, 0.1070
```
